Why trimethylaluminium binds more strongly to silanol than to silane

**Q:** When I dose trimethylaluminium (TMA) on patterned silicon, I want growth on the hydroxylated areas and none on the hydrogen-terminated ones. I am told that TMA "binds more readily" to Si-OH. What does that mean at the level of one molecule?

**A:** Two things are mixed in that phrase. One is the strength of the first, reversible complex between TMA and a surface site. The other is the rate of the later reaction that fixes aluminium by releasing methane:

Si-OH + Al(CH₃)₃ → Si-O-Al(CH₃)₂ + CH₄

The first can be calculated with small models: H₃SiOH for the hydroxylated site and SiH₄ for the hydrogen-terminated one. I shall treat that question, and then ask how much it says about the second.

**Q:** Why should TMA want a partner at all? It is a neutral closed-shell molecule.

**A:** Aluminium has three valence electrons and uses them in three Al-C bonds. In the planar AlC₃ skeleton those bonds are even under reflection in the plane. The aluminium p orbital perpendicular to the plane is odd, so they cannot fill it. Apart from weak mixing with methyl orbitals, it is empty. That makes TMA a Lewis acid, an acceptor of an electron pair.

Let d be a filled donor orbital with energy e_d, and a the empty orbital with energy e_a. Take them orthonormal, with coupling F and gap Δ = e_a − e_d > 0. The levels E of the two-orbital problem obey

(e_d − E)(e_a − E) − F² = 0

and the lower root is

E₋ = (e_d + e_a)/2 − √(Δ²/4 + F²).

Since (e_d + e_a)/2 = e_d + Δ/2, two electrons in this level change the energy by

δE = 2(E₋ − e_d) = −2[√(Δ²/4 + F²) − Δ/2].

For |F| ≪ Δ, the root is Δ/2 + F²/Δ to leading order, so

δE ≈ −2F²/Δ.

In the opposite limit, Δ → 0, the gain is 2|F|. Because √(Δ²/4 + F²) ≤ Δ/2 + |F|, the gain never exceeds 2|F| at any gap. A good donor therefore needs an appreciable coupling, and for a given coupling a smaller gap helps. The model holds F fixed and omits repulsion, so it explains a tendency and does not give a binding energy.

**Q:** Does silane have any donor orbital? I see no lone pair there.

**A:** It has filled Si-H bonds, and one of their hydrogens can face aluminium. The fair comparison is between an oxygen lone pair and an Si-H bond, not between a donor and nothing.

The highest occupied Hartree-Fock levels are −12.40 eV in silanol and −13.26 eV in silane. These orbitals spread over the molecule, so they are poor stand-ins for an oxygen lone pair and a single Si-H bond. On this measure silanol has the smaller gap, but by only 0.86 eV. If the acceptor level lies at or above zero, which I assume here, the two gaps differ by a factor of at most 13.26/12.40 = 1.07. In the weak-coupling formula that changes δE by at most 7 %. Even that small advantage does not belong to the lone pairs. The highest level of silanol has only about 30 % of its population on oxygen, and the highest levels that are mostly oxygen lie near −15.0 eV, below the silane level. In localized form the oxygen lone pairs have mean energies near −18.3 eV and the Si-H bonds of silane near −14.9 eV. The gap therefore does not favour the lone pair, and stronger binding to oxygen points to the coupling or to effects outside the two-level model.

**Q:** Then how do you define the binding energy, so that I know what has been counted?

**A:** Call TMA fragment A and the donor fragment B. A superscript names the fragment whose basis functions are available. The interaction energy is

E_int = E_AB^(AB) − E_A^(AB) − E_B^(AB).

All three terms use the functions of the whole complex. Otherwise each fragment would improve its own description by borrowing its partner's functions, and the gain would look like binding. This is the counterpoise correction.

The fragments must also be brought into the shapes they have in the complex:

E_def = [E_A^(A)(bent) − E_A^(A)(free)] + [E_B^(B)(bent) − E_B^(B)(free)].

The binding energy is

D = −(E_int + E_def),

positive when the complex lies below the separated molecules. Zero-point vibration is not included.

**Q:** What did you calculate, and with which geometries?

**A:** I used Hartree-Fock theory with a second-order correlation correction, MP2, leaving the core electrons uncorrelated. The basis is def2-SVP on aluminium and the donor and 6-31G on the methyl groups. Bond lengths are held fixed: Al-C 1.96 Å, C-H 1.09 Å, Si-O 1.66 Å, O-H 0.96 Å and Si-H 1.48 Å. The angle between the donor direction and each Al-C bond is 100° for silanol and 94° for silane; 90° is planar TMA. In the silanol complex the angles Al-O-Si, Al-O-H and Si-O-H are 125°, 110° and 117°. Silane was tried with one bridging hydrogen, at an Al-H-Si angle of 130°, and with three hydrogens facing aluminium.

The results are:

silanol, Al-O 2.00 Å: D = 0.369 eV
silanol, Al-O 2.15 Å: D = 0.445 eV
silane, bridging H, Al-H 2.10 Å: D = −0.070 eV
silane, bridging H, Al-H 2.50 Å: D = 0.012 eV
silane, three H, Al-Si 3.50 Å: D = −0.094 eV

The best values are 0.445 eV (43.0 kJ/mol) and 0.012 eV (1.2 kJ/mol). The silane value is too small to establish a bound complex at this level. The difference, 0.433 eV, is the meaningful result.

**Q:** Your best distances are the longest ones tried in their series. Have you missed the minima?

**A:** Possibly. These are the best of a few trial geometries, not optimized structures, and longer distances could increase either value. The silane angle of 94° also carries a deformation cost of 0.028 eV. If TMA were allowed to flatten and the interaction stayed the same, silane would gain that amount and reach about 0.04 eV. The difference would still be about 0.40 eV.

**Q:** Where does the difference come from? "Stronger Lewis adduct" only renames it.

**A:** We can build the complex in stages. First put the two unchanged electron clouds side by side. Let D_A and D_B be their density matrices, V_A and V_B the attraction of electrons to each set of nuclei, and J[D] the Coulomb repulsion from density D. In atomic units the Hartree-Fock energy of A alone is

E_A = tr[D_A(T + V_A)] + ½ tr(D_A J[D_A]) − ¼ tr(D_A K[D_A]) + V_nn^A,

where T is kinetic energy, K is exchange and V_nn^A is the repulsion among the nuclei of A. The same holds for B. When the clouds coexist without exchange between them, the new terms are

tr(D_A V_B) + tr(D_B V_A) + ½ tr(D_A J[D_B]) + ½ tr(D_B J[D_A]) + V_nn^AB.

The two halves are equal, because the Coulomb repulsion of two charge clouds is symmetric in them. Hence

E_el = tr(D_A V_B) + tr(D_B V_A) + tr(D_A J[D_B]) + V_nn^AB.

The first two terms are negative and the last two positive.

**Q:** But electrons of the same spin cannot simply overlap.

**A:** That is the second stage. Collect the occupied orbitals of both fragments as columns of C, with S the basis overlap matrix, and form M = CᵀSC. The orbitals C₀ = CM^(−1/2) are orthonormal because

C₀ᵀSC₀ = M^(−1/2) M M^(−1/2) = 1.

Let E₀ be the energy of the antisymmetric state built from them. The exchange repulsion is

E_ex = E₀ − E_A − E_B − E_el.

One orbital on each side shows what happens. If φ_A and φ_B overlap by s > 0, then M has 1 on the diagonal and s off it. Its inverse has 1/(1 − s²) on the diagonal and −s/(1 − s²) off it. With two electrons per orbital the density is

ρ = 2[φ_A² + φ_B² − 2sφ_Aφ_B]/(1 − s²).

Where φ_A = φ_B = f, this becomes

ρ = 4f²(1 − s)/(1 − s²) = 4f²/(1 + s),

which is less than the 4f² of two superposed clouds. Antisymmetry removes electrons from the shared region.

In the third stage the orbitals relax to the Hartree-Fock energy E_HF of the complex:

E_orb = E_HF − E₀ ≤ 0.

The sign follows because the starting state is one of those over which the energy is lowered. This term contains both charge transfer and polarization of each molecule. Finally, E_corr is the MP2 energy of the complex minus those of its fragments. Adding the stages gives

E_int = E_el + E_ex + E_orb + E_corr.

**Q:** What do the stages give for the two complexes?

**A:** For silanol, in eV,

E_int = −1.450 + 1.343 − 0.576 + 0.020 = −0.663.

Deforming TMA costs 0.217 eV, and a small twist of silanol costs 0.001 eV. Thus

D = 0.663 − 0.217 − 0.001 = 0.445 eV.

For silane,

E_int = −0.109 + 0.245 − 0.102 − 0.075 = −0.041.

Subtracting the deformation cost of 0.028 eV leaves 0.013 eV from these rounded entries, or 0.012 eV before rounding.

The electrostatic attraction is much larger for silanol, but exchange repulsion cancels most of it. Together these two terms give −0.107 eV for silanol and +0.136 eV for silane, an advantage of 0.243 eV for silanol. Relaxation adds 0.474 eV to that advantage. Correlation takes back 0.095 eV and the deformation costs take back 0.190 eV:

0.243 + 0.474 − 0.095 − 0.190 = 0.432 eV,

which is the difference in D within rounding. Each complex is analysed at its own best trial geometry, so these differences include the effect of different contact distances.

The correlation term is slightly repulsive for silanol. I have not separated the effects that make it up, and it is not converged: in the larger basis described below it changes sign, to −0.067 eV. The correlation entry in the balance above is therefore the least reliable one.

**Q:** So far you have shown that silanol is the better donor. How do you know that the oxygen lone pairs are responsible?

**A:** We can stop them from responding. I transformed the occupied valence orbitals of silanol into localized ones: two lone pairs on oxygen, an Si-O bond, an O-H bond and three Si-H bonds. This transformation leaves the total density unchanged. I then held the two lone pairs in their unrelaxed form while all other occupied orbitals relaxed. The energy lost, relative to full relaxation, is

E(lone pairs fixed) − E_HF = 0.380 eV,

or 66 % of the 0.576 eV relaxation. As a control, I held the Si-O and O-H bond orbitals instead. The loss was 0.137 eV, or 24 %. The number of fixed orbitals and the geometry are the same in both cases.

The test could have come out the other way. It shows that the lone pairs matter more to the relaxation than the two bonds of oxygen do. It does not divide their response into donation and polarization, and the two percentages need not add to a total, since the orbitals respond to one another.

If the other contributions stayed unchanged, losing 0.380 eV would lower D from 0.445 to 0.065 eV. On that estimate most of the binding depends on the lone-pair response.

**Q:** Can I see the difference before the molecules touch?

**A:** Yes, in the electrostatic potential. On the approach line, 3 Å from the contact atom, it is −0.452 V for silanol and −0.005 V for silane (−0.437 and −0.004 V in the def2-TZVP basis). A positive test charge e would have an energy of −0.452 eV at the first point and −0.005 eV at the second. The electron-poor aluminium centre therefore meets a much more favourable potential in front of oxygen. This potential comes from all the nuclei and electrons of the donor, so it does not isolate the lone pairs as the orbital test does.

**Q:** How far should I trust 0.445 eV?

**A:** Less far than its sign or its lead over silane. The counterpoise corrections are 0.282 eV for silanol and 0.060 eV for silane. Without them the binding energies would be 0.727 and 0.072 eV, and the difference would grow from 0.433 to 0.655 eV. Corrections of that size show that the basis is small. With def2-TZVP on Al, O and the donor hydrogens, def2-SVP on Si and C, and 6-31G on the methyl hydrogens, the silanol value at the same geometry rises by 0.064 eV to 0.509 eV, and its counterpoise correction is still 0.169 eV. In that basis silane with flat TMA at Al-H 2.70 Å gives 0.059 eV, a lead of 0.45 eV for silanol. The second decimal of D is thus not converged, and full relaxation could change the numbers further.

The integrals were approximated by density fitting, so I checked that step on H₃Al-OH₂ against unfitted integrals. The Hartree-Fock interaction was −1.0129 eV by both routes. The MP2 parts were −0.0112 and −0.0114 eV, and the electrostatic parts −1.6387 and −1.6386 eV. Fitting is not the main uncertainty. This check says nothing about the quality of the basis.

**Q:** My reactor runs near 473 K and 0.1 Torr. Does TMA stay on the OH site under those conditions?

**A:** Those are rough but reasonable values for TMA deposition, with kT = 0.0408 eV. Suppose that leaving the site needs an energy D and no additional barrier, and take a rough attempt frequency ν = 10¹³ s⁻¹ for both sites. The mean residence time is

τ = ν⁻¹ exp(D/kT).

For silanol, D/kT = 0.445/0.0408 = 10.9 and τ ≈ 5 × 10⁻⁹ s. For silane, τ ≈ 1 × 10⁻¹³ s, about one attempt period, so there is no real residence. The ratio is about 4 × 10⁴. It is sensitive: a change of 0.1 eV in the difference of binding energies changes it by exp(0.1/0.0408) ≈ 12.

A few nanoseconds is still short. The larger-basis value D = 0.509 eV gives about 3 × 10⁻⁸ s, which is short too, and the prefactor may reduce both estimates. A molecule that regains free rotation and sideways motion as it leaves can have a prefactor far above 10¹³ s⁻¹. A TMA molecule taken from the gas also gives up its free translation. For an ideal gas of molecules with mass m, the translational chemical potential is

μ_t = −kT ln[kT/(pΛ³)], Λ = h/√(2πmkT).

With m = 72.09 u, −μ_t is 1.10 eV, more than twice D. For a site that holds at most one molecule, the ratio of occupied to empty probability is

θ/(1 − θ) = q exp[(D + μ_t)/kT],

where q compares the internal motions of the complex with those of the free partners. The exponential is exp[(0.445 − 1.10)/0.0408] ≈ 10⁻⁷. Unless q is of order 10⁷, the site is nearly always empty at equilibrium. In this model the adduct is a short-lived precursor, not the deposited layer.

**Q:** Then does a stronger adduct make deposition faster?

**A:** Not by itself. Once the adduct has formed, let it desorb at rate k_d and lose methane at rate k_r. The chance that it reacts before leaving is

P = k_r/(k_r + k_d).

Write k_d = ν exp(−D/kT) and k_r = ν_r exp(−E_r/kT), with the barrier E_r measured from the adduct. If desorption is much faster, then

P ≈ k_r/k_d = (ν_r/ν) exp[(D − E_r)/kT].

The quantity E_r − D is the height of the transition state above the free molecules. If a stronger adduct lowers the adduct and leaves the transition state where it was, D and E_r rise together and P does not change. Stronger binding helps in this limit when the transition state is stabilized too. In the other limit, k_r ≫ k_d, almost every adduct reacts and P approaches 1.

I have not calculated E_r for either surface. The adduct energies show that the OH model binds TMA more strongly in the first, reversible complex; they do not predict a growth ratio.

**Q:** What would a real wafer change?

**A:** The models have one isolated site. On a wafer, neighbouring OH groups can form hydrogen bonds with one another, which changes how available their lone pairs are, and the silicon lattice restricts the approach of the methyl groups. TMA also forms dimers, which are favoured in cooler or denser gas; if it arrives as one, the cost of separating it must be included. I have not calculated these shifts; the factor of 12 per 0.1 eV shows how strongly they could affect the residence-time ratio. The largest break with the model is methane loss, which turns a reversible adduct into a lasting bond.

For your process, the result supports a conditional rule. Hydrogen termination removes the strong oxygen donor, provided that the surface really is free of OH and of residual oxide, whose Si-O-Si bridges also expose oxygen, and stays so during the run. Any residual or newly formed OH group restores a site of the stronger kind. Whether it starts growth then depends on the reaction barrier. The numerical output below gives the main small-basis values used here.

Numbers as computed

```
Check H3Al-OH2, fitted / conventional (eV):
  HF interaction: -1.0129 / -1.0129
  MP2 part: -0.0112 / -0.0114
  electrostatics: -1.6387 / -1.6386
Angle donor-Al-C, silanol / silane: 100 / 94 deg
Binding energy D of each trial geometry (distance in angstrom):
  silanol, Al-O 2.00: 0.369 eV
  silanol, Al-O 2.15: 0.445 eV
  silane bent, Al-H 2.10: -0.070 eV
  silane bent, Al-H 2.50: 0.012 eV
  silane face, Al-Si 3.50: -0.094 eV
Best geometries: silanol, Al-O 2.15; silane bent, Al-H 2.50
Parts of the interaction, silanol / silane (eV):
  electrostatics: -1.450 / -0.109
  exchange repulsion: 1.343 / 0.245
  orbital relaxation: -0.576 / -0.102
  HF sum: -0.683 / 0.034
  MP2 correlation: 0.020 / -0.075
  total interaction: -0.663 / -0.041
TMA deformation: 0.217 / 0.028 eV
Silanol torsion energy: 0.001 eV
Counterpoise correction: 0.282 / 0.060 eV
Binding energy D: 0.445 / 0.012 eV
Binding energy D: 43.0 / 1.2 kJ/mol
Difference in D: 0.433 eV
Relaxation lost, O lone pairs fixed: 0.380 eV (66 %)
Relaxation lost, Si-O and O-H bonds fixed: 0.137 eV (24 %)
Highest occupied level, free silanol / silane: -12.40 / -13.26 eV
Lone-donor potential at 3 angstrom, silanol / silane: -0.452 / -0.005 V
Process: 473 K, 0.1 Torr, kT = 0.0408 eV
TMA mass: 72.09 u; attempt frequency: 1e+13 1/s
Translational free energy lost by TMA: 1.10 eV
Residence time on silanol: 5.5e-09 s
Residence time on silane: 1.4e-13 s
Residence-time ratio: 4.1e+04
```
